# The CEPA family from the projected full CI doubles equation, part 2

The CEPA (coupled electron pair approximation) methods are derived from the full CI equation projected on doubles. Hartree atomic units and real orthonormal Hartree–Fock spin orbitals are used: $i,j,k,l$ are the $N$ correlated occupied ones in $\Phi_0$, $a,b,c,d$ virtual; $a^\dagger$ creates, $i$ annihilates. Here $H_N=H-E_{HF}$, $f$ is the Fock matrix, $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$, $v_{kl}^{cd}=\langle kl\|cd\rangle$, $w_{kl}^{cd}=v_{kl}^{cd}c_{kl}^{cd}$, $P(ij)X_{ij}=X_{ij}-X_{ji}$, and

$$\Psi=(1+C_1+C_2+\dots)\Phi_0=e^{T_1+T_2+\dots}\Phi_0,\qquad C_2=\sum_{i<j,\,a<b}c_{ij}^{ab}\,a^\dagger b^\dagger ji,$$

$$E_c=\sum_{k<l}\varepsilon_{kl},\qquad \varepsilon_{kl}=\sum_{c<d}w_{kl}^{cd},\qquad \varepsilon_k=\sum_l\varepsilon_{kl}.$$

The exact equation is

$$L_{ij}^{ab}+S_{ij}^{ab}+T_{ij}^{ab}+Q_{ij}^{ab}=E_c\,c_{ij}^{ab},\tag{1}$$

with $S,T,Q$ from singles, triples, quadruples, and $L=v+Ac$:

$$L_{ij}^{ab}=v_{ij}^{ab}+P(ab)\sum_cf_{bc}c_{ij}^{ac}-P(ij)\sum_kf_{kj}c_{ik}^{ab}+\tfrac12\sum_{cd}\langle ab\|cd\rangle c_{ij}^{cd}+\tfrac12\sum_{kl}\langle kl\|ij\rangle c_{kl}^{ab}+P(ij)P(ab)\sum_{kc}\langle kb\|cj\rangle c_{ik}^{ac}.$$

$$Q_{ij}^{ab}={\sum_{k<l,\,c<d}}'\;v_{kl}^{cd}\,c_{ijkl}^{abcd}.\tag{2}$$

The prime means $k,l\notin\{i,j\}$, $c,d\notin\{a,b\}$. Approximation A (CCD, coupled-cluster doubles) sets $S=T=0$ and $C_4=\tfrac12T_2^2$, its only second-order part. Then $c_{ijkl}^{abcd}$ is 18 signed products: $c_{ij}^{ab}c_{kl}^{cd}$ and 17 others, $\rho_{ijkl}^{abcd}$. With $R_{ij}^{ab}={\sum}'v_{kl}^{cd}\rho_{ijkl}^{abcd}$,

$$L_{ij}^{ab}+R_{ij}^{ab}=\Delta_{ij}^{ab}\,c_{ij}^{ab}.\tag{3}$$

$\Delta$ sums the $w_{kl}^{cd}$ sharing an index with $ij,ab$ (exclusion-principle-violating, EPV, terms). The unrestricted sum is $K=\tfrac14\sum_{klcd}v_{kl}^{cd}\rho_{ijkl}^{abcd}=R-\Delta c$. Approximation B drops $R$, whose terms contain factors connecting different pairs that vanish at separation:

$$L_{ij}^{ab}=\Delta_{ij}^{ab}\,c_{ij}^{ab}.\tag{4}$$

Full EPV uses

$$\Delta_{ij}^{ab}=(\varepsilon_i+\varepsilon_j-\varepsilon_{ij})+(\varepsilon^a+\varepsilon^b-\varepsilon^{ab})-\big[\varepsilon_i^a+\varepsilon_i^b+\varepsilon_j^a+\varepsilon_j^b-\varepsilon_{ij}^a-\varepsilon_{ij}^b-\varepsilon_i^{ab}-\varepsilon_j^{ab}+w_{ij}^{ab}\big],\tag{5}$$

where $\varepsilon^{cd}=\sum_{k<l}w_{kl}^{cd}$, $\varepsilon^a=\sum_d\varepsilon^{ad}$, $\varepsilon_i^a=\sum_{ld}w_{il}^{ad}$, $\varepsilon_{ij}^a=\sum_dw_{ij}^{ad}$, $\varepsilon_i^{ab}=\sum_lw_{il}^{ab}$. Everything after the first parenthesis is the virtual part. The other shifts are:

- CEPA(3): $\Delta_{ij}=\varepsilon_i+\varepsilon_j-\varepsilon_{ij}$
- CEPA(2): $\Delta_{ij}=\varepsilon_{ij}$
- CEPA(1): $\Delta_{ij}=\tfrac12(\varepsilon_i+\varepsilon_j)$
- CEPA(0): $\Delta=0$
- CID (CI doubles): $\Delta=E_c$

Two things are now to be shown: that CCD obeys $L=\varepsilon_{ij}c$ for each pair of separated two-electron systems with localized occupied orbitals, and what the cancellation of $E_c$ in (3) buys.

**A.** Take identical closed-shell two-electron systems A and B far apart, with all orbitals localized. Products of an A orbital with a B orbital vanish. An integral between a distribution $\phi_i\phi_a$, which has zero net charge, and any distribution on the other system decays with distance. The Fock matrix is block diagonal and each block is that of the monomer, since the other system is neutral. Then $v$ is nonzero only for doubles lying wholly within A or wholly within B, and the matrix $A$ couples these neither to each other nor to mixed doubles. A double in A and a double in B differ in all four indices, which no term of $L$ connects. To carry a double in A into a mixed one, the Fock terms need an off-diagonal block of $f$, and the two ladder terms need a product of an A orbital with a B orbital. The particle–hole term, with $k,c$ in A and $\langle kb\|cj\rangle=\langle kb|cj\rangle-\langle kb|jc\rangle$, contains such a product in every case except $\langle kb|cj\rangle$ with $b,j$ both in B, and that is an integral between the neutral distributions $\phi_k\phi_c$ and $\phi_b\phi_j$ on different systems, which decays. Mixed amplitudes have no source and are zero. Let $e$ be the pair energy of one system, so $E_c=2e$, and write the shift of its pair as $ge$. Equation (4) becomes the monomer problem

$$v+Ac=ge\,c,\qquad e=v\cdot c=-v\cdot(A-ge)^{-1}v .\tag{6}$$

For $g=1$ this is the eigenvalue problem of the monomer in the space of $\Phi_0$ and its doubles, and $2e(1)$ is the additive result. In CCD, $R=0$ here: for $ij$ in A the prime puts $kl$ in B, $v$ puts $cd$ in B, and each of the 17 products then contains a mixed amplitude. For $i$ in A and $j$ in B, $k$ and $l$ also lie on different systems, and $v_{kl}^{cd}$ vanishes. The virtual part of $\Delta$ vanishes too, since $cd$ in B cannot touch $ab$ in A. Each electron has one partner, so $\varepsilon_i=\varepsilon_j=\varepsilon_{ij}=e$, and CCD, full EPV and CEPA(1,2,3) all have $g=1$. CEPA(0) has $g=0$: it is additive, but the monomer value is too low. CID has $g=2$, and for $n$ systems $g=n$. When $n$ is so large that $|ne|$ outweighs $A$, (6) gives $ne^2\approx v\cdot v$, so $E_c=ne\approx-\sqrt{n}\,|v|$ grows as $\sqrt n$ instead of $n$. This is the failure that the quadruples repair.

**Q.** If (1), (2) and (3) agree there, the one half in CEPA(1) looks arbitrary.

**A.** Mix the occupied orbitals, $\phi_\pm=(\phi_A\pm\phi_B)/\sqrt2$, which leaves $\Phi_0$ unchanged up to a sign. For signs $s,s'$ the pair $(s\alpha,s'\beta)$ is $\tfrac12(AA+s'AB+sBA+ss'BB)$. Mixed pairs have zero amplitude and zero integral, so $c_{ss'}=\tfrac12(c_A+ss'c_B)$ and $v_{ss'}=\tfrac12(v_A+ss'v_B)$. The vectors $v_A$ and $c_B$ live on different virtuals, so $\varepsilon_{ss'}=\tfrac14(e+e)=e/2$ for all four $\alpha\beta$ pairs. The parallel-spin pair $(+\alpha,-\alpha)$ is $-A\alpha B\alpha$ and has zero amplitude. Each electron now has two partners and $\varepsilon_i=e/2+e/2=e$. The shift is the same for all four pairs, and a uniform shift commutes with the rotation, so the solution is the rotated solution of (6) with a new $g$: CEPA(2) has $g=\tfrac12$, CEPA(3) has $g=2-\tfrac12=\tfrac32$, CEPA(1) keeps $g=1$. For a general shift $\mu(\varepsilon_i+\varepsilon_j)+\nu\varepsilon_{ij}$, the localized case demands $2\mu+\nu=1$ and the delocalized case $2\mu+\nu/2=1$. Subtraction gives $\nu=0$ and $\mu=\tfrac12$. This singles out CEPA(1). It does not make CEPA(1) invariant in general: $\varepsilon_i$ is the diagonal of the matrix $\tfrac12\sum_{kcd}v_{ik}^{cd}c_{jk}^{cd}$, and a diagonal survives rotations only where the symmetric part of that matrix is a multiple of the unit matrix.

## Averaged shifts and closed shells

**Q.** Where do ACPF and AQCC come from?

**A.** From averaging over the $N(N-1)/2$ pairs. Each $\varepsilon_i$ occurs in $N-1$ pairs, so $\sum_{i<j}(\varepsilon_i+\varepsilon_j)=(N-1)\,2E_c$, with mean $4E_c/N$, while the mean of $\varepsilon_{ij}$ is $2E_c/[N(N-1)]$. No equality of pair energies is assumed. The mean CEPA(1) shift is $2E_c/N$, the averaged coupled pair functional (ACPF). The mean CEPA(3) shift is

$$\frac{4(N-1)-2}{N(N-1)}E_c=\frac{4N-6}{N(N-1)}E_c=\Big[1-\frac{(N-2)(N-3)}{N(N-1)}\Big]E_c ,$$

since $N(N-1)-(N-2)(N-3)=4N-6$. This is averaged quadratic coupled cluster (AQCC), here in single-reference, doubles-only form. Both shifts are uniform and depend on $E_c$ alone, so both methods are orbital invariant. For $n$ separated identical pairs, $N=2n$ and $E_c=ne$, so ACPF has $g=1$ and AQCC has $g=(4n-3)/(2n-1)$, which is 1 for $n=1$, $5/3$ for $n=2$ and tends to 2. AQCC is therefore not exactly additive, though $g$ stays bounded, and ACPF, whose shift is the mean of the pair energies of the separated systems, is additive when these pair energies are equal and in general not otherwise.

A uniform shift $\gamma E_c$ also follows from a functional, $F=(2v\cdot c+c\cdot Ac)/(1+\gamma\,c\cdot c)$. Setting its gradient to zero gives $v+Ac=\gamma Fc$. Inserting this, the numerator is $v\cdot c+\gamma F\,c\cdot c$, so $F=v\cdot c=E_c$. The value $\gamma=1$ is the Rayleigh quotient of CID, an upper bound to the exact correlation energy; for $\gamma<1$ no such bound is guaranteed.

**Q.** Do these spin-orbital shifts respect the singlet symmetry of a closed shell?

**A.** Only some do. Let $i,j,a,b$ now be spatial orbitals and $t_{ij}^{ab}=c_{i\alpha j\beta}^{a\alpha b\beta}$. A singlet has $S_+C_2\Phi_0=[S_+,C_2]\Phi_0=0$, with $[S_+,p_\beta^\dagger]=p_\alpha^\dagger$ and $[S_+,p_\alpha]=-p_\beta$. The component $a_\alpha^\dagger b_\alpha^\dagger j_\beta i_\alpha\Phi_0$ receives $+t_{ij}^{ab}$ from $a_\alpha^\dagger b_\beta^\dagger j_\beta i_\alpha$, $-t_{ij}^{ba}$ from $b_\alpha^\dagger a_\beta^\dagger j_\beta i_\alpha$, and $-c_{i\alpha j\alpha}^{a\alpha b\alpha}$ from the parallel-spin double. Hence $c_{i\alpha j\alpha}^{a\alpha b\alpha}=t_{ij}^{ab}-t_{ij}^{ba}$. With $(ia|kb)=\langle ik|ab\rangle$, the antiparallel pair energy is $\sum_{ab}(ia|kb)t_{ik}^{ab}$, and the parallel one is $\tfrac12\sum_{ab}[(ia|kb)-(ib|ka)](t_{ik}^{ab}-t_{ik}^{ba})=\sum_{ab}(ia|kb)(t_{ik}^{ab}-t_{ik}^{ba})$. Their sum over $k$ is

$$\varepsilon_{i\alpha}=\varepsilon_{i\beta}=\sum_k\sum_{ab}(ia|kb)\,(2t_{ik}^{ab}-t_{ik}^{ba}).$$

$L$ obeys the singlet relation whenever $c$ does, because $H_N$ commutes with $S_+$. The right side of (4) obeys it if the three amplitudes in the relation carry the same shift. The CEPA(1) shift depends on the spatial labels alone, so it passes. CEPA(2) and (3) contain $\varepsilon_{ij}$ itself, which differs for parallel and antiparallel spins, so their spin-orbital forms contaminate the singlet. Closed-shell versions replace $\varepsilon_{ij}$ by a spin-adapted pair energy, and conventions for this differ, so numbers labelled CEPA(2) or CEPA(3) are comparable only when the definition is stated. The numbers below use the spin-orbital forms.

## Worked example: methane

**Q.** I want numbers for each neglected piece.

**A.** Take CH$_4$, in its tetrahedral geometry, with the chosen bond length 2.05 bohr (roughly the real one), the STO-3G basis and a frozen carbon core, so $N=8$. Four equivalent bond orbitals and four antibond orbitals were made by projecting the hydrogen 1s functions on the occupied and virtual spaces and orthonormalizing symmetrically. Full CI in 4900 determinants (328 spin-conserving doubles) was solved by Lanczos iteration, with $E_{HF}=-39.726853$ Eh, $E_c=-0.078114$ Eh and $|c_2|^2=\sum_Dc_D^2=0.043220$, where $D$ runs over the doubles. Equation (2), the 18 products, formula (5), the identity $K=R-\Delta c$ and the formula for $L$ were each confirmed against explicit operator action on determinants to $10^{-11}$ or better.

To size the terms of (1), multiply each by the full CI $c_D$ and sum over $D$. In mEh, $L$ gives $-0.5756$, singles $-0.0013$, triples $-0.1896$ and quadruples $-2.6096$. Their sum is $-3.3761$, equal to $E_c|c_2|^2=-78.114\times0.043220$. The quadruples cancel $2.6096/3.3761=77\%$ of the right side, and CID omits this term along with the smaller singles and triples terms. The quadruples have norm 0.026771 and differ from $\tfrac12C_2^2$ by 4.6% in norm. The factorized $Q$ is $-2.5704$, short of the exact one by $0.0392$, or 1.5%. It splits into the direct product, $-3.3761+1.2648=-2.1113$, where $-1.2648$ is the weighted $\Delta c$, and $R=-0.4591$.

So factorization is accurate, but $R$ is $0.4591/1.2648=36\%$ of the EPV term, and by (3) it offsets it. Dividing by $|c_2|^2$ turns each case into a mean effective shift. Full EPV gives $-1.2648/0.043220=-29.3$ mEh. The CCD combination $\Delta c-R$ gives $(-1.2648+0.4591)/0.043220=-18.6$ mEh. The exact equation gives $-0.5756/0.043220=-13.3$ mEh.

**Q.** How do the model shifts compare with those?

**A.** Symmetry leaves three pair energies. From the full CI doubles they are $-15.5406$ mEh within a bond (4 pairs), $-1.1854$ between bonds with antiparallel spins (12 pairs) and $-0.1439$ with parallel spins (12 pairs). The sum is $-62.1624-14.2248-1.7268=-78.1140$ mEh. Each electron has $\varepsilon_i=-15.5406-3(1.1854)-3(0.1439)=-19.5285$ mEh. For the double from a bond to its own antibond, with coefficient $-0.091809$, the shifts in mEh are $-15.5406$ for CEPA(2), $-19.5285$ for CEPA(1), and $2(-19.5285)+15.5406=-23.516$ for CEPA(3). Full EPV gives $-24.9693$, so the virtual part is $-1.453$. ACPF gives $0.25\times(-78.1140)=-19.5285$, equal to CEPA(1) because all $\varepsilon_i$ are equal. AQCC gives $0.464286\times(-78.1140)=-36.2672$, and CID $-78.1140$.

The equations were solved self-consistently by iteration, once with the localized orbitals and once with canonical ones (the threefold sets oriented along the twofold axes). Correlation energies in Eh:

| method | localized | canonical |
|---|---|---|
| CID | −0.075516 | −0.075516 |
| AQCC | −0.077155 | −0.077155 |
| full EPV | −0.077450 | −0.076647 |
| CEPA(3) | −0.077566 | −0.077223 |
| CEPA(1) | −0.077852 | −0.077835 |
| ACPF | −0.077852 | −0.077852 |
| CCD | −0.077891 | −0.077891 |
| CEPA(2) | −0.078145 | −0.078467 |
| CEPA(0) | −0.078699 | −0.078699 |

The order of the localized column follows from the shifts. For a uniform shift treated as a parameter, $E=-v\cdot(A-\Delta)^{-1}v$ has $dE/d\Delta=-v\cdot(A-\Delta)^{-2}v=-|c|^2$, so a more negative shift raises the energy. From CEPA(0) to ACPF this predicts $0.0432\times19.5=0.84$ mEh, and the table shows 0.847 mEh.

**Q.** Full EPV keeps the most terms, yet it is not the closest to CCD.

**A.** It is not. With localized orbitals it lies 0.441 mEh above CCD, CEPA(3) 0.325 above, CEPA(1) 0.039 above, CEPA(2) 0.254 below, CEPA(0) 0.808 below and CID 2.375 above. The effective shifts explain this: dropping $R$ makes the shift too negative, and CEPA(1) compensates by keeping less of $\Delta$, its $-19.5$ mEh being close to the $-18.6$ mEh of CCD. Localized CEPA(2) is within 0.031 mEh of full CI, closer than CCD, which is 0.223 mEh above. Its mean effective shift, estimated from the table as $(-78.699+78.145)/0.043220=-12.8$ mEh, is smaller in size than its bond value because the pairs between bonds are hardly shifted. This is too small for CCD and so imitates the missing triples and connected quadruples, which move the effective shift to $-13.3$ mEh. This is a cancellation of errors. With canonical orbitals the same method is 0.353 mEh below full CI. On changing to canonical orbitals, full EPV rises by 0.803 mEh, CEPA(3) by 0.343 and CEPA(1) by 0.017, CEPA(2) falls by 0.322, and the uniform-shift methods and CCD do not move. With canonical orbitals, the singlet relation holds to rounding error for CEPA(1) and is violated by at most $1.6\times10^{-5}$ for CEPA(2) and $1.5\times10^{-5}$ for CEPA(3); full EPV, whose shift also depends on the spin labels, violates it by $1.6\times10^{-4}$. A minimal basis and one molecule illustrate the mechanism but do not rank the methods, and the differences above change by more than their own size with the basis. In 6-31G*, with localized occupied orbitals, CEPA(3) lies 0.97 mEh above CCD, while CEPA(1) lies 0.48, CEPA(2) 1.99 and CEPA(0) 2.98 mEh below it. Measured against CCSD(T), CCD is 3.49, CEPA(2) 1.50 and CEPA(0) 0.50 mEh too high, so the near match of CEPA(2) to the exact value belongs to STO-3G.

## Second example: two distant H$_2$ molecules

**Q.** And the values of $g$?

**A.** Two H$_2$ molecules with chosen bond length 1.4 bohr, 200 bohr apart, were treated in the 6-31G basis. The dimer equations were solved directly and compared with $2e(g)$ from (6), obtained with the dense monomer matrix, and they agreed within $10^{-8}$ Eh in every case. The monomer has $e(1)=-0.024867$ Eh, and $2e(1)=-0.049735$ Eh. With localized orbitals CEPA(1,2,3), ACPF, full EPV and CCD all give $-0.049735$ Eh. CEPA(0) gives $-0.050471$, AQCC ($g=5/3$) $-0.049269$ and CID ($g=2$) $-0.049043$ Eh, the last being 0.692 mEh too high. With the occupied orbitals delocalized, CEPA(2) moves to $-0.050097$ ($g=\tfrac12$) and CEPA(3) to $-0.049383$ Eh ($g=\tfrac32$), errors of $-0.362$ and $+0.352$ mEh, while CEPA(1), ACPF and CCD stay at $-0.049735$ Eh. A canonical calculation on identical distant fragments may return delocalized orbitals, so CEPA(2) and (3) are additive only if the orbitals are kept localized.

## Where it fails

**Q.** When should none of this be trusted?

**A.** When amplitudes become large. With a single double, (6) is $ge^2-Ae-v^2=0$, with $A$ and $v$ now numbers, and the root that vanishes with $v$ is

$$e=\frac{A-\sqrt{A^2+4gv^2}}{2g}.$$

For $|v|\ll A$ this is $-v^2/A+gv^4/A^3$, which confirms that $g$ first matters at fourth order. As $A\to0$, which is the near-degeneracy met in a stretched bond, $e\to-|v|/\sqrt g$. The exact value is $-|v|$, $g=\tfrac12$ overshoots by $\sqrt2$, and CEPA(0), with $e=-v^2/A$, diverges. With several strongly correlated pairs that interact, the order counting that made $T_4$ small beside $\tfrac12T_2^2$ no longer applies, so approximation A itself is in doubt before B is reached. When pairs overlap and cannot be localized, the factors that connect different pairs need not be small, and the ground given for approximation B is lost. Singles and triples are absent from (4) altogether, and in methane the triples term, $-0.1896$ mEh, is already almost five times the error of the factorization itself.

## Computed values

```
CH4 STO-3G frozen core, r(CH) = 2.05 bohr, N = 8, dets 4900, doubles 328
E_HF = -39.726853 Eh   E_c(FCI) = -0.078114 Eh   |c2|^2 = 0.043220
|c4| = 0.026771  |c4 - c2^2/2|/|c4| = 0.0463
doubles-equation terms weighted as sum_D c_D*term_D (mEh):
  L                   -0.5756 mEh
  singles             -0.0013 mEh
  triples             -0.1896 mEh
  Q exact             -2.6096 mEh
  E_c c               -3.3761 mEh
  Q factorized        -2.5704 mEh
  direct product      -2.1113 mEh
  R (17 products)     -0.4591 mEh
  Delta_EPV c         -1.2648 mEh
FCI pair energies (mEh): intra ab -15.5406, inter ab -1.1854, inter aa -0.1439
row sum eps_i = -19.5285 mEh, c(bond->antibond) = -0.091809
method   shift bond->antibond, FCI c2 (mEh) | E_c local, E_c canonical (Eh)
  CID       -78.1140 | -0.075516 -0.075516
  AQCC      -36.2672 | -0.077155 -0.077155
  fullEPV   -24.9693 | -0.077450 -0.076647
  CEPA(3)   -23.5163 | -0.077566 -0.077223
  CEPA(1)   -19.5285 | -0.077852 -0.077835
  ACPF      -19.5285 | -0.077852 -0.077852
  CEPA(2)   -15.5406 | -0.078145 -0.078467
  CEPA(0)    -0.0000 | -0.078699 -0.078699
  CCD        -0.0000 | -0.077891 -0.077891
shift/E_c for N = 8: ACPF 0.250000, AQCC 0.464286
  singlet relation, max deviation, CEPA(1) canonical: 2.9e-17
  singlet relation, max deviation, CEPA(2) canonical: 1.6e-05
  singlet relation, max deviation, CEPA(3) canonical: 1.5e-05
2 x H2, 6-31G, r = 1.4 bohr, R = 200.0 bohr: e(1) = -0.024867 Eh, 2e(1) = -0.049735 Eh
method   g local, E_c local (Eh) | g delocal, E_c delocal (Eh)
  CID      2.0000 -0.049043 | 2.0000 -0.049043
  AQCC     1.6667 -0.049269 | 1.6667 -0.049269
  CEPA(3)  1.0000 -0.049735 | 1.5000 -0.049383
  CEPA(1)  1.0000 -0.049735 | 1.0000 -0.049735
  ACPF     1.0000 -0.049735 | 1.0000 -0.049735
  CEPA(2)  1.0000 -0.049735 | 0.5000 -0.050097
  CEPA(0)  0.0000 -0.050471 | 0.0000 -0.050471
  CCD      1.0000 -0.049735 | 1.0000 -0.049735
  fullEPV  local -0.049735 Eh
```
